# Exchange-correlation potential jump and Mott gap of the Hubbard chain, part 1

(Sections cited here and not found follow in the second part.)

The one-dimensional Hubbard chain,

$$H=-t\sum_{i,\sigma}\left(c^\dagger_{i\sigma}c_{i+1,\sigma}+c^\dagger_{i+1,\sigma}c_{i\sigma}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow}+\sum_i v_i n_i ,$$

has for $v_i=0$ only two energies, the hopping $t>0$ and the repulsion $U>0$. The ground-state energy per site of the infinite uniform chain with $n$ electrons per site and zero magnetisation is therefore $e(n,U)=t\,\varphi(n,U/t)$, and a jump of $\partial e/\partial n$, if there is one, is $t$ times a function of $U/t$. From here on $t=1$.

A symmetry relates the fillings $n$ and $2-n$ and fixes how a jump at half filling is divided. On a ring with an even number $L$ of sites, replace $c_{i\sigma}\to(-1)^i c^\dagger_{i\sigma}$. For neighbours $i,j$ the hopping term becomes $(-1)^{i+j}c_{i\sigma}c^\dagger_{j\sigma}=-c_{i\sigma}c^\dagger_{j\sigma}=c^\dagger_{j\sigma}c_{i\sigma}$, so the kinetic energy is unchanged; an even $L$ is needed for the sign $(-1)^i$ to close around the ring. Each $n_{i\sigma}$ becomes $1-n_{i\sigma}$, and $n_{i\uparrow}n_{i\downarrow}$ becomes $1-n_{i\uparrow}-n_{i\downarrow}+n_{i\uparrow}n_{i\downarrow}$. Thus $H\to H+U(L-\hat N)$ while $N_\sigma\to L-N_\sigma$, and the ground-state energies obey

$$E(2L-N)=E(N)+U(L-N),\qquad e(2-n)=e(n)+U(1-n).\tag{1}$$

The numerical check tests (1) by exact diagonalisation on rings of six and eight sites, and tests that it fails on five. Differentiating (1), the chemical potential $\mu=\partial e/\partial n$ satisfies $\mu(2-n)=U-\mu(n)$. With $\mu_\mp$ the limits of $\mu$ as $n\to1$ from below and above, $\mu_+=U-\mu_-$. Either $\mu_-=U/2$ and $\mu$ is continuous at half filling, or it jumps there by $U-2\mu_-$, symmetrically about $U/2$. At $U=0$ there is no jump. At $t=0$ the energy is zero for $n\le1$ and $U(n-1)$ above, so the jump is $U$. Symmetry cannot decide what happens in between; that needs $\mu_-(U)$.

In lattice density functional theory the basic variables are the occupations $n_i=\langle n_{i\uparrow}+n_{i\downarrow}\rangle$. The functional $F[n]$ is the minimum of kinetic plus interaction energy over all states with these occupations, and the ground-state energy is the minimum of $F[n]+\sum_i v_in_i$. Write $F=T_s+E_H+E_{xc}$, where $T_s$ is the same functional at $U=0$ and, for an unpolarised system with $n_{i\uparrow}=n_{i\downarrow}=n_i/2$, the Hartree term is taken as $E_H=U\sum_i n_i^2/4$. The Kohn-Sham electrons then move in $v_i+Un_i/2+\partial E_{xc}/\partial n_i$. For the uniform chain $T_s/L$ comes from filling the band $-2\cos k$ up to $k_F=\pi n/2$ with both spins,

$$e(n,0)=2\int_{-\pi n/2}^{\pi n/2}\frac{dk}{2\pi}(-2\cos k)=-\frac4\pi\sin\frac{\pi n}{2}.$$

The Bethe-ansatz local density approximation (BALDA) assigns to each site the exchange-correlation energy of the uniform chain at the local filling:

$$E_{xc}=\sum_i e_{xc}(n_i),\qquad e_{xc}(n)=e(n,U)+\frac4\pi\sin\frac{\pi n}{2}-\frac{Un^2}{4},$$

$$v_{xc}(n)=\frac{de_{xc}}{dn}=\mu(n)+2\cos\frac{\pi n}{2}-\frac{Un}{2}.\tag{2}$$

The Fermi sea used as a trial state has energy $e(n,0)+Un^2/4$, so $e_{xc}\le0$, and the Hartree term is the whole first-order energy, so $e_{xc}$ starts at order $U^2$ where perturbation theory holds. At $n=0.5$ the ratio of $e_{xc}$ at $U=0.5$ to that at $U=0.25$ is $3.89$, near the value $4$ of a pure $U^2$ law. Since $U(2-n)^2/4=Un^2/4+U(1-n)$ shifts exactly as $e$ does in (1), and the sine is even about $n=1$, $e_{xc}(2-n)=e_{xc}(n)$ and $v_{xc}(2-n)=-v_{xc}(n)$. The last two terms of (2) are smooth and equal $-U/2$ at $n=1$, so

$$v_{xc}(1^\pm)=\pm\tfrac12\,(U-2\mu_-).\tag{3}$$

The smoothness of $T_s$ is the statement that the Kohn-Sham gap of the uniform half-filled chain vanishes, so any gap is carried entirely by $v_{xc}$. A different smooth choice of $E_H$ would shift the two limits in (3) together and leave their difference unchanged.

It remains to find $e(n,U)$ for $n\le1$. The input, which is not derived here, is the Lieb-Wu form of the Bethe ansatz. For $N$ electrons, $M$ of them spin down, on a periodic ring, with $u=U/4$, the charge momenta $k_j$ and spin rapidities $\Lambda_\alpha$ solve

$$Lk_j=2\pi I_j-\sum_{\alpha=1}^{M}2\arctan\frac{\sin k_j-\Lambda_\alpha}{u},$$

$$\sum_{j=1}^{N}2\arctan\frac{\Lambda_\alpha-\sin k_j}{u}=2\pi J_\alpha+\sum_{\beta=1}^{M}2\arctan\frac{\Lambda_\alpha-\Lambda_\beta}{2u},$$

with $E=-2\sum_j\cos k_j$. For $N=4p+2$, $M=N/2$, the ground state has consecutive $I_j$ from $-(N-1)/2$ to $(N-1)/2$ and consecutive $J_\alpha$ from $-(M-1)/2$ to $(M-1)/2$. For $N=4p+1$, $M=2p$, the state used here has $I_j$ by the same rule and $J_\alpha$ running from $-p+1$ to $p$; it is used only at $U=4$ and $8$. It is not the ground state for every $U$. As $U\to\infty$, summing the second equation over $\alpha$ shows that all $k_j$ are shifted by $2\pi p/NL$ from $2\pi I_j/L$, so the energy tends to $\cos(2\pi p/NL)$ times that of the fully polarised state with unshifted $k_j$, which then lies lower. These equations and quantum numbers are tested against exact diagonalisation to $10^{-7}$ on rings of six sites ($U=4,8$) and ten sites ($U=4$); on ten sites both routes give $-5.83432264$, $-6.85321122$ and $-8.26253139$ for $N=10,9,6$.

For large $L$ define the counting function $z(k)=\frac{1}{2\pi}\big[k+\frac1L\sum_\alpha2\arctan\frac{\sin k-\Lambda_\alpha}{u}\big]$, so that $Lz(k_j)=I_j$. Consecutive $I_j$ differ by one, so the number of roots in $dk$ is $L\rho(k)dk$ with $\rho=z'$. The same construction on the second equation gives the density $\sigma(\Lambda)$. Use $\frac{d}{dx}2\arctan\frac{x}{\nu u}=2\pi a_\nu(x)$ with $a_\nu(x)=\frac1\pi\frac{\nu u}{\nu^2u^2+x^2}$, replace sums by integrals, let the $k_j$ fill $[-Q,Q]$ and let the $\Lambda_\alpha$ fill the whole line:

$$\rho(k)=\frac1{2\pi}+\cos k\int_{-\infty}^{\infty}a_1(\sin k-\Lambda)\,\sigma(\Lambda)\,d\Lambda,$$

$$\sigma(\Lambda)=\int_{-Q}^{Q}a_1(\Lambda-\sin k)\,\rho(k)\,dk-\int_{-\infty}^{\infty}a_2(\Lambda-\Lambda')\,\sigma(\Lambda')\,d\Lambda' .$$

With $\hat f(\omega)=\int e^{-i\omega x}f(x)dx$ one has $\hat a_\nu=e^{-\nu u|\omega|}$. Setting $\tilde\rho(\omega)=\int_{-Q}^{Q}e^{-i\omega\sin k}\rho\,dk$, the second equation reads $\hat\sigma\,(1+e^{-2u|\omega|})=e^{-u|\omega|}\tilde\rho$. At $\omega=0$ it gives $M/L=\int\sigma=n/2$, which confirms that the full line is the range belonging to zero magnetisation. The convolution of $a_1$ with $\sigma$ has transform $e^{-2u|\omega|}\tilde\rho/(1+e^{-2u|\omega|})=\tilde\rho/(1+e^{2u|\omega|})$, and the spin variables are gone:

$$\rho(k)=\frac1{2\pi}+\cos k\int_{-Q}^{Q}R(\sin k-\sin k')\,\rho(k')\,dk',\qquad R(x)=\frac1\pi\int_0^\infty\frac{\cos\omega x}{1+e^{2u\omega}}\,d\omega,\tag{4}$$

$$n=\int_{-Q}^{Q}\rho\,dk,\qquad e=-2\int_{-Q}^{Q}\cos k\,\rho\,dk .$$

The kernel has a closed form. Expanding $1/(1+e^{2u\omega})=\sum_{m\ge1}(-1)^{m+1}e^{-2mu\omega}$ and integrating gives $R=\frac1\pi\mathrm{Re}\sum_{m\ge1}(-1)^{m+1}/(2mu+ix)$. Splitting even and odd terms and using $\psi(x)-\psi(y)=\sum_{m\ge0}\big[\frac1{m+y}-\frac1{m+x}\big]$ for the digamma function,

$$R(x)=\frac{1}{4\pi u}\,\mathrm{Re}\left[\psi\!\left(1+\frac{ix}{4u}\right)-\psi\!\left(\frac12+\frac{ix}{4u}\right)\right],\qquad R(0)=\frac{\ln2}{2\pi u}.$$

As $u\to\infty$, $R\to0$, so $\rho=1/2\pi$, $Q=\pi n$ and $e=-\frac2\pi\sin\pi n$, the energy of free spinless fermions. At $U=4$, $n=0.5$, equation (4) gives $e=-0.758044$, and the discrete equations on a ring of 404 sites give $-0.758052$ per site.

Equation (4) gives $n$ and $e$ as functions of $Q$, and $\mu=(de/dQ)/(dn/dQ)$. Both derivatives follow from one calculation. Let $f_0(k)$ be even and $\Phi(Q)=\int_{-Q}^Qf_0\rho\,dk$. Write (4) as $\rho=\frac1{2\pi}+K\rho$, and let $f$ solve the transposed equation $f=f_0+K^Tf$, that is

$$f(k)=f_0(k)+\int_{-Q}^{Q}R(\sin k-\sin k')\cos k'\,f(k')\,dk'.\tag{5}$$

It has a unique solution. Put $f=f_0+G(\sin k)$. Since $\cos k'\,g(\sin k')$ is a total derivative, $\int_{-Q}^{Q}\cos k'\,g(\sin k')dk'=\int_{-\sin Q}^{\sin Q}g(x)dx$ for every $Q\le\pi$, so $G$ obeys a convolution equation on $[-\sin Q,\sin Q]$ whose kernel has $\hat R\le\frac12$, and iteration converges. Differentiating (4) in $Q$, with $\rho$ even, gives $\partial_Q\rho=s+K\partial_Q\rho$ with the boundary term $s(k)=\cos k\,\rho(Q)\,[R(\sin k-\sin Q)+R(\sin k+\sin Q)]$. Then

$$\int f_0\,\partial_Q\rho=\int(f-K^Tf)\,\partial_Q\rho=\int f\,(\partial_Q\rho-K\partial_Q\rho)=\int f s=2\rho(Q)\,[f(Q)-f_0(Q)],$$

where the last step uses that $f$ and $R$ are even, so the two terms of $s$ contribute equally, and then (5) at $k=Q$. Adding the boundary term $2\rho(Q)f_0(Q)$ of $\Phi$ itself, $d\Phi/dQ=2\rho(Q)f(Q)$. Call $\varepsilon$ the solution of (5) for $f_0=-2\cos k$ (the dressed energy) and $\xi$ the solution for $f_0=1$ (the dressed charge). Then

$$\frac{de}{dQ}=2\rho(Q)\,\varepsilon(Q),\qquad\frac{dn}{dQ}=2\rho(Q)\,\xi(Q),\qquad\mu=\frac{\varepsilon(Q)}{\xi(Q)},\tag{6}$$

which the program tests against finite differences at four values of $Q$.

At $Q=\pi$ the interval $[-\sin Q,\sin Q]$ collapses: $\int_{-\pi}^{\pi}\cos k\,g(\sin k)dk=0$ for any $g$, and the iteration stops after one step. Integrating (4) over $k$ gives $n=1$. In (5) with $f_0=1$ the whole integrand is $\cos k'$ times a function of $\sin k'$, so $\xi=1$. Two Bessel integrals do the rest. The first is $\int_{-\pi}^\pi e^{-i\omega\sin k}dk=2\pi J_0(\omega)$. For the second, $\cos k\,e^{-i\omega\sin k}$ is the derivative of $e^{-i\omega\sin k}/(-i\omega)$, and integration by parts gives

$$\int_{-\pi}^{\pi}\cos^2k\,e^{-i\omega\sin k}dk=\frac{1}{-i\omega}\int_{-\pi}^{\pi}\sin k\,e^{-i\omega\sin k}dk=\frac{1}{-i\omega}\,i\,\frac{d}{d\omega}2\pi J_0=\frac{2\pi J_1(\omega)}{\omega},$$

because $J_0'=-J_1$. In (4) only the constant $1/2\pi$ of $\rho(k')$ survives under the integral, and in (5) only $f_0=-2\cos k'$. Writing $R$ as its Fourier integral,

$$\rho_\pi(k)=\frac1{2\pi}+\frac{\cos k}{\pi}\int_0^\infty\frac{J_0(\omega)\cos(\omega\sin k)}{1+e^{2u\omega}}d\omega,\qquad\varepsilon_\pi(k)=-2\cos k-4\int_0^\infty\frac{J_1(\omega)\cos(\omega\sin k)}{\omega\,(1+e^{2u\omega})}d\omega,$$

where the factor $4$ is $2\cdot\frac1\pi\cdot2\pi$. Multiplying $\rho_\pi$ by $-2\cos k$ and integrating with the second Bessel integral gives the energy, and $\varepsilon_\pi(\pi)/\xi$ gives the chemical potential:

$$e(1)=-4\int_0^\infty\frac{J_0J_1}{\omega\,(1+e^{\omega U/2})}d\omega,\qquad\mu_-=2-4\int_0^\infty\frac{J_1}{\omega\,(1+e^{\omega U/2})}d\omega .$$

By (3) the jump of the BALDA potential is

$$v_{xc}(1^+)-v_{xc}(1^-)=\Delta\equiv U-4+8\int_0^\infty\frac{J_1(\omega)}{\omega\,(1+e^{\omega U/2})}\,d\omega.\tag{7}$$

The sign of (7) is not evident, because at small $U$ the three terms nearly cancel. Put $a=2u=U/2$. From the angular form of $J_0$, $\int_0^\infty J_0e^{-b\omega}d\omega=\frac1{2\pi}\int_{-\pi}^{\pi}dk/(b+i\sin k)=(1+b^2)^{-1/2}$. Integration by parts gives $\int_0^\infty J_1e^{-b\omega}d\omega=1-b(1+b^2)^{-1/2}$. Integrating this over $b'$ from $b$ to infinity, and differentiating it in $b$, give

$$\int_0^\infty\frac{J_1}{\omega}e^{-b\omega}d\omega=\sqrt{1+b^2}-b,\qquad\int_0^\infty\omega J_1e^{-b\omega}d\omega=(1+b^2)^{-3/2}.$$

Expanding the Fermi factor as before, $\Delta=U-4+8S$ with $S=\sum_{m\ge1}(-1)^{m+1}g(m)$ and $g(x)=\sqrt{1+a^2x^2}-a|x|$. As $g$ is even and $g(0)=1$, $1-2S=\sum_{m\in\mathbb Z}(-1)^mg(m)$. The function $g$ is continuous and falls monotonically to zero in $|x|$, so the alternating sum converges and Poisson summation applies, $\sum_m(-1)^mg(m)=2\sum_{l\ge0}\hat g(q_l)$ with $q_l=(2l+1)\pi$. The transforms involve $K_\nu(q)=\int_0^\infty e^{-q\cosh\theta}\cosh\nu\theta\,d\theta$. Folding the contour of $\int e^{iqx}(1+x^2)^{-1/2}dx$ around the cut $x=iy$, $y>1$, where the root is $\pm i\sqrt{y^2-1}$ on the right and left sides, gives $2\int_1^\infty e^{-qy}(y^2-1)^{-1/2}dy=2K_0(q)$. Multiplication by $x$ acts as $i\,d/dq$ and differentiation as $iq$, with a convergence factor for $q>0$, so $(1+x^2)^{-3/2}=\frac{d}{dx}\big[x(1+x^2)^{-1/2}\big]$ has transform $iq\cdot i\cdot2K_0'=2qK_1(q)$. Rescaling $x\to ax$, the transform of $a^2(1+a^2x^2)^{-3/2}$ is $2qK_1(q/a)$. Now $g''=a^2(1+a^2x^2)^{-3/2}-2a\,\delta(x)$, and the transform of $g''$ is $-q^2\hat g$, so $\hat g(q)=-2K_1(q/a)/q+2a/q^2$. With $\sum_{l\ge0}(2l+1)^{-2}=\pi^2/8$,

$S$ can now be evaluated from the Poisson sum, which will settle the sign of the jump (7) that the Bethe ansatz has given for the BALDA potential at half filling. It also remains to confirm the limit $n\to1^-$ used in (7), to compare the jump with the Mott gap, and to see where the local approximation fails.
